# Comment on whether ground-state bases suffice for GW empty states

**The argument under review.** It runs as follows. A linearized augmented-wave (LAPW) basis reproduces the logarithmic derivative at the sphere through third order in the energy, and a projector augmented-wave (PAW) set reproduces its value and slope at the reference energy even when the pseudo wave has the wrong norm. Both give the valence level correctly. What remains, the argument says, is convergence in the interstitial cutoff and in the number of empty states, so a basis tested on the ground state may be used for GW.

The premises are correct, including the remark on the norm. The conclusion does not follow. The premises are local statements about one energy, while the polarizability and the self-energy sum over empty states tens of hartree above it. The analysis below uses Hartree units and a spherical one-electron model; no quasiparticle energy is computed, and the claims concern the empty-state input of GW.

**The logarithmic derivative as a stationary value.** Let $u(r,E)$ be the regular s solution of $-\tfrac12u''+Vu=Eu$ in a sphere of radius $R$, scaled to $u(R)=1$, so that $L(E)=u'(R)$ and energy derivatives (dots) vanish at $R$. Define $a_E(f,g)=\int_0^R[\tfrac12f'g'+(V-E)fg]\,dr$. Integration by parts gives, for functions vanishing at the origin,
$$a_E(f,g)=\tfrac12f(R)g'(R)+\int_0^R f\,[-\tfrac12g''+(V-E)g]\,dr .$$
Variations that vanish at $R$ therefore make $a_E(\phi,\phi)$ stationary at $\phi=u$, where it equals $L/2$. Restricting $\phi$ to a subspace, with $\phi(R)=1$, defines the $L$ of that subspace. Since $\phi$ is stationary, the explicit energy dependence alone survives in the derivative:
$$dL/dE=-2\langle\phi|\phi\rangle .$$

Write $u_0=u(r,E_0)$, $\delta=E-E_0$, and let $\chi_m$, $\varepsilon_m$ be the normalized states with $\chi_m(R)=0$, with $d_m=\varepsilon_m-E_0$ and $s_m=\langle\chi_m|u_0\rangle$. The formula above gives $a_E(u_0,u_0)=L_0/2-\delta n_0$ with $n_0=\langle u_0|u_0\rangle$, then $a_E(\chi_m,u_0)=-\delta s_m$, and $a_E(\chi_m,\chi_n)=(\varepsilon_m-E)\delta_{mn}$. For $\phi=u_0+\sum x_m\chi_m$ stationarity requires $x_m=\delta s_m/(\varepsilon_m-E)$, and substitution yields
$$L(E)=L_0-2\delta n_0-2\delta^2\sum_m\frac{s_m^2}{d_m-\delta}.$$
Every $\varepsilon_m$ is a pole: evaluating $a_{E_0}(u_0,\chi_m)=0$ with the derivative moved onto $\chi_m$ gives $\tfrac12\chi_m'(R)+d_ms_m=0$, and $\chi_m'(R)\ne0$ because a nonzero solution cannot have zero value and slope. Expanding $x_m$ in $\delta$ gives $\dot u=\sum s_m\chi_m/d_m$ and $\ddot u/2=\sum s_m\chi_m/d_m^2$, hence
$$L=L_0-2n_0\delta-2n_1\delta^2-2n_2\delta^3-2n_3\delta^4-\dots,\qquad n_j=\sum_m s_m^2/d_m^{\,j},$$
with $n_1=\langle u_0|\dot u\rangle$, $n_2=\langle\dot u|\dot u\rangle$, $n_3=\langle\dot u|\ddot u\rangle/2$.

Poles are counted by the phase $\theta=\pi N(E)+\operatorname{arccot}(L/k)$, with $k=\sqrt{2E}$, arccot in $(0,\pi)$, and $N$ the number of poles below $E$. At a pole $L$ passes from $-\infty$ to $+\infty$, the arccot drops by $\pi$ and $N$ rises by one, so $\theta$ is continuous.

**The model.** The potential is the Hulthén form $V=-Z\alpha/(e^{\alpha r}-1)$ with round parameters $Z=3$, $\alpha=0.8$ bohr$^{-1}$, $R=2$ bohr, and a hard wall at 10 bohr. With $y=e^{-\alpha r}$, $a^2=-2E/\alpha^2$, $s^2=a^2+2Z/\alpha$, the radial equation becomes $(y\,\partial_y)^2u-a^2u+(2Z/\alpha)\,y\,u/(1-y)=0$, whose solution vanishing at $y=1$ is $y^a(1-y)\,{}_2F_1(1+a+s,1+a-s;2;1-y)$. It decays as $y^a$ when the series terminates, $s=a+n$, which gives $E_n=-\tfrac12(Z/n-n\alpha/2)^2$ without the wall: $-\tfrac12(2.6)^2=-3.38$ Ha for the 1s core and $E_0=-\tfrac12(0.7)^2=-0.245$ Ha for the valence 2s. The numbers come from Legendre spectral elements, tested against this closed form for $L$ between $-1$ and 500 Ha, for the Taylor coefficients through $n_3$, and for both levels. They are collected in the numerical output that follows the text.

**First objection: LAPW has one pole per channel.** In the sphere every LAPW function is $Au_0+B'\dot u$, with the coefficients fixed by matching value and slope to an interstitial function. The energy form contains first derivatives and so requires continuity alone. Every matched basis is then a subspace of the limit space, span$\{u_0,\dot u\}$ joined continuously to a complete interstitial space, and by the min-max principle its levels lie above those of the limit space at any cutoff.

In the limit space $\phi=u_0+x\dot u$. The expansions give $a_E(\dot u,u_0)=-\delta n_1$ and $a_E(\dot u,\dot u)=\sum s_m^2(d_m-\delta)/d_m^2=n_1-\delta n_2$. Stationarity gives $x=\delta n_1/(n_1-\delta n_2)$ and
$$L_{\rm LAPW}=L_0-2\delta n_0-\frac{2\delta^2n_1^2}{n_1-\delta n_2}.$$
For small $\delta$ the last term is $-2\delta^2(n_1+n_2\delta+n_2^2\delta^2/n_1+\dots)$, which agrees with the series for $L$ through $\delta^3$ and leaves $L_{\rm LAPW}-L=2(n_3-n_2^2/n_1)\delta^4+\dots$. That is the premise of the argument. Over a common denominator the expression is a quadratic over a linear polynomial with four matched coefficients, the [2/1] Padé approximant of $L$; this was tested at 0.5, 3 and 30 Ha against the approximant built from the hypergeometric form. It has a single pole at $E_0+n_1/n_2$. For large $\delta$ the last term tends to $+2\delta n_1^2/n_2$, so $L_{\rm LAPW}$ falls linearly with slope $-2(n_0-n_1^2/n_2)$, negative by the Cauchy–Schwarz inequality. Then $L/k\to-\infty$ and $\theta_{\rm LAPW}\to2\pi$ from below: the sphere turns into a hard wall, while the true phase grows as $kR$.

With $n_0=0.86565$, $n_1=0.47803$, $n_2=0.33558$, $n_3=0.24075$ (bohr Ha$^{-j}$), the quartic coefficient is $2(0.24075-0.23558)=0.0103$, the pole lies at $-0.245+1.4245=1.1795$ Ha (32.1 eV), and the slope is $-2(0.86565-0.68095)=-0.369$ bohr$^{-1}$Ha$^{-1}$. The true valence poles are at 1.141, 6.718, 14.95, 25.75 and 39.06 Ha, so the first is imitated and the others are absent.

The absence costs states. Order the box basis as functions inside the sphere vanishing at $R$, functions outside vanishing at $R$, and one function with value 1 at $R$. Eliminating the first two blocks of $H-E$ leaves for the last the number $\tfrac12(L_{\rm in}-L_{\rm out})$, the minus sign coming from the boundary term at the lower limit. Sylvester's law of inertia then gives the number of levels below $E$ as $N_{\rm in}+N_{\rm out}+(0\text{ or }1)$. The full problem has at least $N_{\rm in}+N_{\rm out}$ levels and the LAPW limit at most $1+N_{\rm out}+1$, so at least $N_{\rm in}-2$ levels, the core among them, are missing at any cutoff. At 50 Ha, $N_{\rm in}=6$ and the bound is 4. The count found is 32 against 27: the core and four empty s states are missing.

Valence levels compared in order show the onset. Level 1 agrees to the printed digits ($-0.24498$ Ha), and the LAPW limit is too high by $8\times10^{-5}$ Ha at level 3 (0.310 Ha), 0.0047 Ha at level 5 (1.155 Ha), 0.38 Ha at level 10 (5.149 Ha) and 4.8 Ha at level 20 (20.74 Ha). A cutoff study does not see this. A value- and slope-matched basis of polynomial interstitial functions with $n=35$, 70, 140 puts level 10 above the limit by $5.3\times10^{-3}$, $1.4\times10^{-3}$ and $3.6\times10^{-4}$ Ha. It converges smoothly, by a factor near 4 per doubling, to a value that is 0.38 Ha from the true one.

A local orbital $u(E_1)-u_0$ puts $u(E_1)$ into the space. A function stationary in the full space is stationary in a subspace that contains it, so $L(E_1)$ is reproduced, and so is $dL/dE=-2\langle u|u\rangle$; both were tested at 10 and 20 Ha. Each orbital adds one pole, so with $j$ of them $\theta<(2+j)\pi$. In the table the all-electron (AE) phase is reduced by $\pi$ for the core node.

| $E$ (Ha) | AE $-1$ | LAPW | +10 Ha | +10, 20 Ha |
|---|---|---|---|---|
| 0.1 | 0.8406 | 0.8405 | 0.8405 | 0.8405 |
| 3 | 1.379 | 1.268 | 1.279 | 1.287 |
| 10 | 2.435 | 1.609 | 2.435 | 2.435 |
| 30 | 4.339 | 1.777 | 2.756 | 3.711 |
| 100 | 8.268 | 1.878 | 2.869 | 3.855 |

The entries are $\theta/\pi$. The repair is local: at 3 Ha, between the reference energies, the orbital at 10 Ha reduces the phase error from $0.111\pi$ to $0.100\pi$.

**Second point: the norm and the slope at the reference energy.** Here the argument is right, under one condition. Take a pseudo wave $\tilde\phi$ matched to $u_0$ at $R$ in value, slope and curvature, a local potential $\tilde V$ equal to $V$ outside, and, with $T$ the kinetic operator, $\chi=(E_0-T-\tilde V)\tilde\phi$, $B=\langle\tilde\phi|\chi\rangle$, $p=\chi/B$, $Q=n_0-\langle\tilde\phi|\tilde\phi\rangle$,
$$\tilde H=T+\tilde V+(B+E_0Q)|p\rangle\langle p|,\qquad S=1+Q|p\rangle\langle p| .$$
Since $\langle p|\tilde\phi\rangle=1$, $(\tilde H-E_0S)\tilde\phi=-\chi+Bp=0$, so $L(E_0)=L_0$. The stationarity argument now gives $dL/dE=-2\langle\tilde\phi|S|\tilde\phi\rangle=-2(\langle\tilde\phi|\tilde\phi\rangle+Q)=-2n_0$, the AE slope for any $Q$. If $Q$ is dropped from both operators, $\tilde\phi$ still solves the equation, but the slope is $-2(n_0-Q)$, too high by $2Q$.

In the model $\tilde\phi$ is a nodeless odd polynomial of degree 7, $\tilde V=-2.2157+0.6521r^2-0.0625r^4$ Ha, and $\tilde V$ acts alone for $l\ge1$. One set is norm-conserving (NC, $Q=0$); the other lacks 15 % of the sphere norm, $Q=0.15\times0.86565=0.1298$ bohr. Finite differences give $-1.7313$ with $S$, equal to $-2n_0$, and $-1.4716=-1.7313+0.2597$ bohr$^{-1}$Ha$^{-1}$ without it. The slope at $E_0$ thus cannot tell the two proper sets apart.

**Third objection: a branch must be lost.** For a local potential $L(r)=u'/u$ obeys $L'=2V-k^2-L^2$. With $L=k\cot\theta$, $L'=-k\theta'/\sin^2\theta$, and so $\theta'=k-(2V/k)\sin^2\theta$. This phase crosses multiples of $\pi$ upward at the nodes of $u$, whose number equals the number of poles below $E$, so $\theta(R)$ is the phase defined above. To first order in $V/k$,
$$\theta_{\rm AE}-\theta_{\rm PS}\approx-\frac2k\int_0^R(V-\tilde V)\sin^2kr\,dr ,$$
where the Coulomb part is $(Z/k)\int_0^R(1-\cos2kr)\,dr/r\sim(Z/k)\ln(2kR)$, which tends to zero.

The projector does not change this limit. Let $e_n$ be the poles of the local problem and $p_n$ the overlaps of $p$ with their normalized states. With the projector the poles obey $1+(B-\delta Q)\sum_np_n^2/(e_n-E)=0$. Near a high pole $m$ the other terms of the sum add up to about $-\langle p|p\rangle/\delta$, because $p$ overlaps mainly with low states. The $m$-th pole therefore shifts by about $(B-\delta Q)\,p_m^2/(1+Q\langle p|p\rangle)$, where at high energy $p_m\propto\int p\sin k_mr\,dr$ and $k_mR\approx m\pi$. Two integrations by parts leave no boundary term, because $p$ vanishes at both ends and then the sine does, and a third gives $p_m=O(k^{-3})$. The shift is $O(k^{-4})$ against a spacing that grows as $k$. Switching the projector terms on continuously keeps $S$ positive for $Q\ge0$ and moves the ordered poles continuously, so high poles keep their labels. For a finite set of such projectors with positive $S$ the shift has the same order, with $1+Q\langle p|p\rangle$ replaced by a matrix that couples them.

At $E_0$ the two $L$ coincide, while the AE problem has the core pole below $E_0$ and a ghost-free pseudo problem has none. The difference of phases is $\pi$ there (with any positive scale in place of $k$, since $E_0<0$) and zero at infinite energy. Being continuous, provided no pseudo pole state has zero slope at $R$, it passes through $\pi/2$, where the phase at the sphere, which reaches the outside only modulo $\pi$, is as wrong as it can be ($\theta-kR$ is the s-wave phase shift when $V$ vanishes outside $R$). Norm conservation does not enter. The theorem is empty for a channel without a core state, where the difference starts at zero.

At 0.1 Ha the difference is $(1.8406-0.8445)\pi=0.996\pi$ for NC and $(1.8406-0.8520)\pi=0.989\pi$ for PAW. It reaches $\pi/2$ at 2.82 Ha (76.8 eV) and 1.36 Ha (37.1 eV). At 500 Ha it is 0.3504 and 0.3502 rad against 0.3502 rad from the first-order formula, tested to 3 %. The first pseudo pole (0.904 and 0.638 Ha) is nearest to AE pole 2 at 1.141 Ha, while pseudo pole 30 at 1108.8 Ha lies 6.2 Ha from AE pole 30, whose distance to pole 31 is 75.2 Ha. The norm-violating set fails earlier in this model; the construction does not fix the second derivative of $L$, and no general ordering is claimed.

**Fourth objection: one-centre pair densities carry the pseudo norm.** For a normalized valence state $v$ let $M_c=\langle c|e^{i\mathbf q\cdot\mathbf r}|v\rangle$ and $W(q)=\sum_c|M_c|^2$ over all states and all $l$. Closure gives $W=\langle v|v\rangle=1$ at every $q$.

PAW reconstructs a state as $\tilde\psi+(u_0-\tilde\phi)\langle p|\tilde\psi\rangle$. With $g=u_0-\tilde\phi$, an operator $A$ acquires the terms $|p\rangle\langle g|A+A|g\rangle\langle p|+|p\rangle\langle g|A|g\rangle\langle p|$. If the s part of $\tilde\psi$ in the sphere equals $\tilde\phi\langle p|\tilde\psi\rangle$ and other $l$ are ignored in these terms, they add up to $|p\rangle(\langle u_0|A|u_0\rangle-\langle\tilde\phi|A|\tilde\phi\rangle)\langle p|$, which is the one-centre formula. The assumption holds for $\tilde v$ but not for the empty states in general, so with a single projector the one-centre formula is an approximation. For s functions the angular average of $e^{i\mathbf q\cdot\mathbf r}$ is $j_0(qr)$, so $\tilde A=e^{i\mathbf q\cdot\mathbf r}+\Delta|p\rangle\langle p|$ with $\Delta=\int(u_0^2-\tilde\phi^2)j_0\,dr$.

States orthonormal under $S$ satisfy $\sum|\tilde c\rangle\langle\tilde c|=S^{-1}$. Setting $S^{-1}=1-X|p\rangle\langle p|$ and $P=\langle p|p\rangle$, the product with $S$ is 1 if $Q-X-QXP=0$, so $X=Q/(1+QP)$. With $c=\langle p|\tilde v\rangle$ and $b=\int p\,j_0\tilde v\,dr$, the function $\tilde A\tilde v=e^{i\mathbf q\cdot\mathbf r}\tilde v+c\Delta p$ has squared norm $\langle\tilde v|\tilde v\rangle+2c\Delta b+c^2\Delta^2P$ and overlap $b+c\Delta P$ with $p$. Hence
$$\tilde W=\langle\tilde v|\tilde v\rangle+2c\Delta b+c^2\Delta^2P-X(b+c\Delta P)^2 .$$
At $q=0$, $\Delta=Q$ and $b=c$; the last term is $c^2Q(1+QP)$, the sum is $\langle\tilde v|\tilde v\rangle+c^2Q=\langle\tilde v|S|\tilde v\rangle=1$, and the argument under review is right in that limit. As $q\to\infty$, $\Delta$ and $b$ are integrals of integrable functions against $j_0(qr)\to0$ and vanish, for this or any finite set of square-integrable projectors. Then $\tilde W\to\langle\tilde v|\tilde v\rangle=1-c^2Q$.

This loss belongs to the one-centre formula. If the reconstruction terms are kept in full, the operator acts on the reconstructed state $v=\tilde v+cg$ and gives $e^{i\mathbf q\cdot\mathbf r}v+p\,\langle g|e^{i\mathbf q\cdot\mathbf r}|v\rangle$. The second term and the overlap with $p$ vanish as $q\to\infty$, and the sum tends to $\langle v|v\rangle=1$. The full form is not a cure, however: at $q=0$ it reduces to $(1+|p\rangle\langle g|)(1+|g\rangle\langle p|)$, which is not $S$, so states orthonormal under $S$ acquire nonzero $M_c$, and in the model the sum at $q=0$ is 1.050 for the norm-violating set and 1.057 for NC. With one projector each form fails at one end of the $q$ range when $Q\ne0$. The numbers below use the one-centre formula.

Here $c^2=0.4690$ bohr$^{-1}$ and $1-0.4690\times0.1298=0.9391$. Explicit sums over states and partial waves give $\tilde W=0.9450$, 0.9397, 0.9391 at $q=5$, 10, 20 bohr$^{-1}$, tested against the closed form to $10^{-5}$; NC gives 1.0043, 1.0004, 1.0000. LAPW has a related loss. The sum over all states of the limit space is a squared projection, bounded by the interstitial norm plus the projection on span$\{u_0,\dot u\}$. For the s channel it recovers 0.24, 0.086 and 0.050 of the full s-channel sum $\int v^2j_0^2\,dr$. That sum is itself only 0.024, 0.0076 and 0.0020 of $W$ at these $q$, so the loss shown amounts to about 0.018, 0.007 and 0.002 of $W$; other channels were not examined for LAPW.

**What reaches the polarizability.** For doubly occupied real orbitals in a volume $\Omega$, the static independent-particle response is $\chi_0(\mathbf q,\mathbf q)=-(4/\Omega)\sum_v\Pi_v$, with $\Pi=\sum_{\rm empty}|M_c|^2/x_c$ and $x_c=E_c-E_v$; the factor 4 is spin times the resonant and antiresonant terms. Put $\omega_q=q^2/2$. Since $e^{-i\mathbf q\cdot\mathbf r}(H-E_v)e^{i\mathbf q\cdot\mathbf r}=H-E_v+\mathbf q\cdot\mathbf p+\omega_q$, with $\mathbf p$ the momentum, the moments over all states are $\sum|M|^2=1$, $\sum|M|^2(x-\omega_q)=\langle\mathbf q\cdot\mathbf p\rangle=0$, and $\sum|M|^2(x-\omega_q)^2=\langle(\mathbf q\cdot\mathbf p)^2\rangle=2T_vq^2/3$ for an s state of kinetic energy $T_v$. Expanding $1/x$ about $\omega_q$ to second order, and neglecting the remainder and the occupied states at large $q$,
$$\omega_q\Pi\approx1+\frac{2T_vq^2/3}{\omega_q^2}=1+\frac{8T_v}{3q^2}.$$
The weight sits at $x\approx\omega_q$, that is at 12.5, 50 and 200 Ha for the three $q$. With $T_v=0.8054$ Ha the formula gives 1.0054 at $q=20$ against the computed 1.0066, tested to 0.003. In the PAW case the projector terms drop out at large $q$, the relative spread of $x$ about $\omega_q$ again falls as $1/q$, and $\omega_q\tilde\Pi\to\tilde W\to1-c^2Q$. The ratio to AE at $q=20$ is 0.9356 for PAW and 0.9961 for NC, each tested to 0.01 against its limit, and $0.9356/0.9961=0.939$. More empty states do not remove this 6 % deficit relative to the norm-conserving set, because these sums already contain all states of the basis; it comes from using the one-centre formula with $Q\ne0$.

The smaller $q$ show something the asymptotic law does not cover. At $q=5$ the AE value of $\omega_q\Pi$ is 1.326, and even the NC set gives 0.822 of it, an error larger than the 6 % norm deficit; at $q=10$ the NC ratio is 0.973, an error smaller than that deficit. One contribution has a known sign: the AE sum omits the occupied 1s term, whose denominator is negative, and this raises $\Pi$ by $|M_{1s}|^2/(E_v-E_{1s})$, with no counterpart in a pseudo problem. In the full $\chi_0$ that amount cancels against the omitted 1s→2s term of the core orbital. This term is a minor part of the gap. The closed-form orbitals without the wall give $u_{1s}u_{2s}=50.0\,(-1.375e^{-3.3r}+5.125e^{-4.1r}-6.125e^{-4.9r}+2.375e^{-5.7r})$, and with $\int_0^\infty e^{-\beta r}j_0(qr)\,dr=\arctan(q/\beta)/q$ this yields $M_{1s}=0.104$ at $q=5$. The term adds $12.5\times0.0109/3.135=0.043$ to $\omega_q\Pi$, under a fifth of the difference $1.326-1.089=0.237$ between AE and NC; the gap arises in the p channel, which contributes 0.313 to $\omega_q\Pi$ in AE and 0.025 in NC. Of the AE part, 0.25 is the single 2s→2p term, whose denominator is only 0.047 Ha (2p lies at $-0.1985$ Ha). Replacing $\tilde V$ by $V$ for all $l\ge1$ moves the ratio only from 0.822 to 0.829, so the cause is not the unmatched p-channel potential but the shape of the nodeless $\tilde v$ in the sphere, whose s–p pair density receives no one-centre correction here. This is an effect of a low-lying state, and its size depends on the near-degeneracy of 2s and 2p in this model; it is not a general figure for norm-conserving sets.

**Recommendation.** Convergence in the cutoff and in the number of empty states is not a sufficient test of the basis. The phase $\theta(E)$ should be compared with the AE phase modulo $\pi$, since a basis without the core state starts a full $\pi$ behind, over the whole window of empty states in the sums, with local orbitals or projectors added until the two agree there in this sense, and for a projector set used with the one-centre formula the pseudo norm $\langle\tilde v|\tilde v\rangle$, which is $1-c^2Q$ for one projector, should be reported, since it scales the large-$q$ tail of the orbital's response at leading order.

## Values computed for the example and the checks

```
Z=3.0, alpha=0.8 /bohr, R=2.0 bohr, Rb=10.0 bohr, eta=0.15, extra depth=1.0 Ha
E_1s=-3.3800 Ha, E0=E_2s=-0.2450 Ha
AE poles 1-7 (Ha): -3.372 1.141 6.718 14.953 25.747 39.062 54.883
L0=-0.06925 /bohr, n0=0.86565 bohr, n1=0.47803 bohr/Ha
n2=0.33558 bohr/Ha^2, n3=0.24075 bohr/Ha^3
quartic error coefficient 2(n3-n2^2/n1)=0.01033 /(bohr Ha^4)
LAPW pole=1.1795 Ha = 32.10 eV
LAPW high-E slope dL/dE=-0.3694 /(bohr Ha)
poles +LO(10 Ha): 1.175 8.615 | +LO(10,20 Ha): 1.171 8.380 17.777 Ha
matched basis n=35,70,140: level 10 above limit by 5.32e-03 1.40e-03 3.58e-04 Ha
box valence level 1: exact -0.24498 Ha, LAPW limit -0.24498 Ha
box valence level 3: exact 0.31008 Ha, LAPW limit 0.31016 Ha
box valence level 5: exact 1.15505 Ha, LAPW limit 1.15973 Ha
box valence level 10: exact 5.14930 Ha, LAPW limit 5.53020 Ha
box valence level 20: exact 20.74272 Ha, LAPW limit 25.57768 Ha
levels below 50.0 Ha: exact 32 (1 core), LAPW limit 27, N_in=6
Vloc = -2.2157 + 0.6521 r^2 + -0.0625 r^4 Ha
NC f coefficients r,r3,r5,r7: 0.47227 0.17121 -0.06262 0.00539
NC: B=0.4080 Ha bohr, Q=0.0000 bohr, poles 1,30: 0.904, 1108.8 Ha
NC: phase lag pi/2 at 2.821 Ha = 76.8 eV; lag at 500 Ha 0.3504 rad
PAW f coefficients r,r3,r5,r7: 0.15222 0.41125 -0.12263 0.01039
PAW: B=0.2004 Ha bohr, Q=0.1298 bohr, poles 1,30: 0.638, 1108.8 Ha
PAW: phase lag pi/2 at 1.362 Ha = 37.1 eV; lag at 500 Ha 0.3502 rad
AE poles 30,31: 1102.6, 1177.8 Ha; first-order lag at 500 Ha 0.3502 rad
dL/dE at E0: AE -1.73130, PAW -1.73130, no S -1.47160 /(bohr Ha)
theta/pi:  E(Ha)  AE-1  LAPW  +LO10  +LO10,20  NC  PAW
   0.1  0.8406 0.8405 0.8405 0.8405 0.8445 0.8520
   1.0  0.9726 0.9679 0.9685 0.9689 1.0293 1.2512
   3.0  1.3788 1.2678 1.2787 1.2867 1.8920 1.9723
  10.0  2.4345 1.6094 2.4345 2.4345 3.0532 3.1034
  30.0  4.3391 1.7773 2.7559 3.7110 5.0559 5.0626
 100.0  8.2675 1.8782 2.8687 3.8553 9.0723 9.0728
q = (5.0, 10.0, 20.0) /bohr; T_2s=0.8054 Ha; 1+8T/(3q^2) at q=20: 1.0054
AE : W 1.00000 1.00000 1.00000 | q^2 Pi/2 1.3258 1.0499 1.0066
NC: c^2=0.4690 /bohr, P=3.450 /bohr, 1-c^2 Q=1.00000
NC: W 1.00431 1.00040 1.00000 | q^2 Pi/2 1.0892 1.0219 1.0027
NC: Pi/Pi_AE 0.8216 0.9733 0.9961
PAW: c^2=0.4690 /bohr, P=15.687 /bohr, 1-c^2 Q=0.93910
PAW: W 0.94501 0.93970 0.93910 | q^2 Pi/2 1.0568 0.9709 0.9418
PAW: Pi/Pi_AE 0.7971 0.9248 0.9356
LAPW-limit share of s-channel closure sum: 0.2378 0.0861 0.0498
```
